# Polarizability of an Infinite Chain of Coupled Ising Dipoles: verification in Python

```python
"""
Result under test: an infinite chain of dipoles p*s_i (s_i = +1 or -1) with
bond energy -J*s_i*s_(i+1) has the zero-field polarizability per dipole
    alpha = (p^2 / kB T) * exp(2 J / kB T)
for a uniform acting field E along the dipole axis (energy -p*E*s_i).
Symbols: K = J/(kB T), h = p E/(kB T), t = tanh K,
enhancement = alpha / (p^2/(kB T)).
The example uses rough values for hydroxyl dipoles in a porous low-k film.
"""
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import logsumexp

mp.mp.dps = 40


def all_spins(n):
    index = np.arange(2**n)
    return 1 - 2 * ((index[:, None] >> np.arange(n)) & 1)


def bond_sum(spins, ring):
    total = (spins[:, :-1] * spins[:, 1:]).sum(axis=1)
    return total + spins[:, -1] * spins[:, 0] if ring else total


def mean_spin_enumerated(n, K, h, ring):
    spins = all_spins(n)
    moment = spins.sum(axis=1)
    weight = np.exp(K * bond_sum(spins, ring) + h * moment)
    return (weight * moment).sum() / weight.sum() / n


def open_chain_enhancement(n, K):
    t = np.tanh(K)
    return (1 + t) / (1 - t) - 2 * t * (1 - t**n) / (n * (1 - t)**2)


def ring_enhancement(n, K):
    t = np.tanh(K)
    return np.exp(2 * K) * (1 - t**n) / (1 + t**n)


def mean_spin(K, h):
    return np.sinh(h) / np.sqrt(np.sinh(h)**2 + np.exp(-4 * K))


def log_top_eigenvalue(K, h):
    K, h = mp.mpf(K), mp.mpf(h)
    matrix = mp.matrix([[mp.exp(K + h), mp.exp(-K)],
                        [mp.exp(-K), mp.exp(K - h)]])
    return mp.log(max(mp.eigsy(matrix, eigvals_only=True)))


def long_range_enhancement(couplings, step=1e-3, sweeps=600):
    """Infinite chain; couplings[r-1] is J_r/(kB T) at distance r."""
    reach = len(couplings)
    past_field = all_spins(reach) @ np.array(couplings, dtype=float)

    def log_lambda(h):
        weight = np.stack([np.exp(h + past_field),
                           np.exp(-h - past_field)], axis=1)
        weight = weight.reshape(2, 2**(reach - 1), 2)
        vector = np.ones(2**reach) / 2**reach
        for _ in range(sweeps):
            old = vector.reshape(2, 2**(reach - 1), 1)
            new = (old * weight).sum(axis=0).reshape(-1)
            growth = new.sum()
            vector = new / growth
        return np.log(growth)

    return (log_lambda(step) - 2 * log_lambda(0.0)
            + log_lambda(-step)) / step**2


def quantum_ring_enhancement(n, K, g, step=1e-3):
    """Adds the tunnelling term -Gamma*sigma_x per dipole; g = Gamma/(kB T)."""
    spins = all_spins(n)
    index = np.arange(2**n)
    flips = np.zeros((2**n, 2**n))
    for site in range(n):
        flips[index, index ^ (1 << site)] += g

    def log_z(h):
        diagonal = K * bond_sum(spins, True) + h * spins.sum(axis=1)
        return logsumexp(np.linalg.eigvalsh(flips + np.diag(diagonal)))

    return (log_z(step) - 2 * log_z(0.0) + log_z(-step)) / (n * step**2)


def coulomb_dipole_coupling(direction, gap=0.01):
    """J in units p^2/(4 pi eps0 a^3), from two pairs of point charges."""
    direction = np.array(direction, dtype=float)
    centre = np.array([1.0, 0.0])

    def energy(sign):
        total = 0.0
        for q1 in (1, -1):
            for q2 in (1, -1):
                r1 = q1 * gap / 2 * direction
                r2 = centre + sign * q2 * gap / 2 * direction
                total += q1 * q2 / np.linalg.norm(r2 - r1)
        return total / gap**2

    return (energy(-1) - energy(1)) / 2


# ---- tests of the chain formulas, for both signs of J ----
for K in (-0.6, 0.0, 0.4, 0.9):
    # correlations in an open chain
    spins = all_spins(9)
    weight = np.exp(K * bond_sum(spins, False))
    for r in (1, 3, 5):
        corr = (weight * spins[:, 2] * spins[:, 2 + r]).sum() / weight.sum()
        assert abs(corr - np.tanh(K)**r) < 1e-12
    # field response against fluctuation and against finite-size formulas
    for ring, formula in ((False, open_chain_enhancement),
                          (True, ring_enhancement)):
        step = 1e-4
        slope = (mean_spin_enumerated(9, K, step, ring)
                 - mean_spin_enumerated(9, K, -step, ring)) / (2 * step)
        weight = np.exp(K * bond_sum(spins, ring))
        variance = (weight * spins.sum(axis=1)**2).sum() / weight.sum() / 9
        assert abs(variance / formula(9, K) - 1) < 1e-11
        # finite-difference error is of order (9*step)^2
        assert abs(slope / variance - 1) < 1e-5
    # infinite chain: numerical eigenvalue against closed forms
    d = mp.mpf('1e-9')
    curvature = (log_top_eigenvalue(K, d) - 2 * log_top_eigenvalue(K, 0)
                 + log_top_eigenvalue(K, -d)) / d**2
    assert abs(float(curvature) / np.exp(2 * K) - 1) < 1e-10
    for h in (0.05, 0.7):
        slope = (log_top_eigenvalue(K, mp.mpf(h) + d)
                 - log_top_eigenvalue(K, mp.mpf(h) - d)) / (2 * d)
        assert abs(float(slope) - mean_spin(K, h)) < 1e-12
    # relaxation of the total moment under heat-bath single flips
    neighbours = np.roll(spins, 1, axis=1) + np.roll(spins, -1, axis=1)
    flip_rate = 1 / (1 + np.exp(2 * K * spins * neighbours))
    moment_change = (-2 * spins * flip_rate).sum(axis=1)
    decay = -(1 - np.tanh(2 * K)) * spins.sum(axis=1)
    assert np.max(np.abs(moment_change - decay)) < 1e-11

# leading saturation term, by symbolic differentiation; q = exp(-2K)
x, q = sp.symbols('x q', positive=True)
curve = sp.sinh(x) / sp.sqrt(sp.sinh(x)**2 + q**2)
cubic = sp.diff(curve, x, 3).subs(x, 0) / 6
assert sp.simplify(cubic + (3 / q**2 - 1) / (6 * q)) == 0

# wide transfer matrix: one active distance means decoupled simple chains
for couplings in ([0.5], [0, 0.5], [0, 0, 0.5]):
    # second difference truncates at about 1e-5 relative
    assert abs(long_range_enhancement(couplings) / np.exp(1.0) - 1) < 1e-4

# quantum ring: classical limit, and free tunnelling dipoles
assert abs(quantum_ring_enhancement(6, 0.5, 0.0)
           / ring_enhancement(6, 0.5) - 1) < 1e-4
assert abs(quantum_ring_enhancement(4, 0.0, 0.8)
           / (np.tanh(0.8) / 0.8) - 1) < 1e-4

# dipole couplings; finite charge separation gives errors of order 1e-4
assert abs(coulomb_dipole_coupling([1, 0]) - 2) < 1e-3
assert abs(coulomb_dipole_coupling([0, 1]) + 1) < 1e-3

# orientation average of cos^2 over the sphere
average = quad(lambda a: np.cos(a)**2 * np.sin(a) / 2, 0, np.pi)[0]
assert abs(average - 1 / 3) < 1e-12

# ---- worked example ----
debye = 1e-21 / const.c
eV = const.e
four_pi_eps0 = 4 * np.pi * const.epsilon_0
p_debye, spacing_nm, J_eV, T = 1.5, 0.5, 0.020, 300.0
density_nm3, k_background = 0.2, 2.5
p = p_debye * debye
kT = const.k * T
K = J_eV * eV / kT
t = np.tanh(K)
enhancement = np.exp(2 * K)
alpha_free = p**2 / kT
alpha = alpha_free * enhancement
volume_unit = four_pi_eps0 * 1e-27

# polarizability in SI directly from the free energy in a real field
field_step = mp.mpf(100)
h_step = mp.mpf(p) * field_step / mp.mpf(kT)
alpha_direct = mp.mpf(kT) * (
    log_top_eigenvalue(K, h_step) - 2 * log_top_eigenvalue(K, 0)
    + log_top_eigenvalue(K, -h_step)) / field_step**2
assert abs(float(alpha_direct) / alpha - 1) < 1e-9

density = density_nm3 * 1e27
delta_k = density * alpha / (3 * const.epsilon_0)
delta_k_free = density * alpha_free / (3 * const.epsilon_0)

# Lorentz local field, closed form against self-consistent iteration
ratio = (k_background - 1) / (k_background + 2) + delta_k / 3
k_lorentz = (1 + 2 * ratio) / (1 - ratio)
polarization = 0.0
for _ in range(400):
    polarization = 3 * ratio * (1 + polarization / 3)
assert abs(1 + polarization - k_lorentz) < 1e-10

J_line = 2 * p**2 / (four_pi_eps0 * (spacing_nm * 1e-9)**3) / eV
J_side = -J_line / 2
J_screened = J_line / k_background


def tail(K_near, reach):
    return [K_near / r**3 for r in range(1, reach + 1)]


far_7 = long_range_enhancement(tail(K, 7))
far_14 = long_range_enhancement(tail(K, 14))
assert far_14 > far_7 > enhancement
K_screened = J_screened * eV / kT
far_screened = long_range_enhancement(tail(K_screened, 14))


def relative_response(field_MV_cm):
    h = p * field_MV_cm * 1e8 / kT
    return mean_spin(K, h) / (h * enhancement)


field_10 = brentq(lambda f: relative_response(f) - 0.9, 1e-3, 10)
tunnel_eV = 0.001
tunnel_ratio = (quantum_ring_enhancement(8, K, tunnel_eV * eV / kT)
                / quantum_ring_enhancement(8, K, 0.0))
barrier_eV, attempt = 0.20, 1e12
free_rate = 2 * attempt * np.exp(-barrier_eV * eV / kT)
slowing = 1 / (1 - np.tanh(2 * K))
corner = free_rate / slowing / (2 * np.pi)
remaining = 1 / (1 + (1e9 / corner)**2)

print(f"dipole p = {p_debye:.2f} D = {p:.4e} C m")
print(f"spacing = {spacing_nm:.2f} nm")
print(f"coupling J = {J_eV:.4f} eV")
print(f"temperature = {T:.1f} K, kB T = {kT/eV:.5f} eV")
print(f"dipole density = {density_nm3:.2f} nm^-3")
print(f"background k = {k_background:.2f}")
print(f"K = J/kBT = {K:.4f}")
print(f"t = tanh K = {t:.4f}")
print(f"correlation length = {-1/np.log(t):.3f} spacings")
print(f"enhancement exp(2K) = {enhancement:.3f}")
print(f"free alpha = {alpha_free:.4e} C m^2/V")
print(f"free alpha volume = {alpha_free/volume_unit:.5f} nm^3")
print(f"chain alpha = {alpha:.4e} C m^2/V")
print(f"chain alpha volume = {alpha/volume_unit:.4f} nm^3")
print(f"rise in k, free dipoles = {delta_k_free:.4f}")
print(f"rise in k, chains = {delta_k:.4f}")
print("-- neglected effects --")
print(f"rise in k with Lorentz field = {k_lorentz-k_background:.4f}")
print(f"point-dipole J in line, vacuum = {J_line:.5f} eV")
print(f"point-dipole J side by side = {J_side:.5f} eV")
print(f"enhancement, in line = {np.exp(2*J_line*eV/kT):.3f}")
print(f"enhancement, side by side = {np.exp(2*J_side*eV/kT):.3f}")
print(f"J in line / background k = {J_screened:.5f} eV")
print(f"enhancement, that J = {np.exp(2*K_screened):.3f}")
print(f"enhancement, that J, 14 neighbours = {far_screened:.3f}")
print(f"enhancement, J/r^3 to 7 neighbours = {far_7:.3f}")
print(f"enhancement, J/r^3 to 14 neighbours = {far_14:.3f}")
print(f"enhancement, open chain of 10 = {open_chain_enhancement(10, K):.3f}")
for field in (0.2, 1.0):
    print(f"pE/kBT at {field:.1f} MV/cm = {p*field*1e8/kT:.4f}")
    print(f"response/linear at {field:.1f} MV/cm = "
          f"{relative_response(field):.4f}")
print(f"field for 10 % loss of response = {field_10:.3f} MV/cm")
for T_use in (233.15, 398.15):
    kT_use = const.k * T_use
    factor = np.exp(2 * J_eV * eV / kT_use)
    print(f"enhancement at {T_use:.2f} K = {factor:.3f}")
    print(f"alpha volume at {T_use:.2f} K = "
          f"{p**2/kT_use*factor/volume_unit:.4f} nm^3")
print(f"tunnelling term Gamma = {tunnel_eV*1e3:.1f} meV")
print(f"alpha change by tunnelling = {100*(tunnel_ratio-1):.3f} %")
print(f"flip barrier = {barrier_eV:.2f} eV, attempts = {attempt:.1e} s^-1")
print(f"free relaxation rate G = {free_rate:.3e} s^-1")
print(f"slowing by coupling = {slowing:.2f} times")
print(f"corner frequency = {corner/1e6:.2f} MHz")
print(f"real part of alpha left at 1 GHz = {100*remaining:.4f} %")
print("verified")
```

It prints:

```
dipole p = 1.50 D = 5.0035e-30 C m
spacing = 0.50 nm
coupling J = 0.0200 eV
temperature = 300.0 K, kB T = 0.02585 eV
dipole density = 0.20 nm^-3
background k = 2.50
K = J/kBT = 0.7736
t = tanh K = 0.6490
correlation length = 2.313 spacings
enhancement exp(2K) = 4.699
free alpha = 6.0442e-39 C m^2/V
free alpha volume = 0.05432 nm^3
chain alpha = 2.8399e-38 C m^2/V
chain alpha volume = 0.2552 nm^3
rise in k, free dipoles = 0.0455
rise in k, chains = 0.2138
-- neglected effects --
rise in k with Lorentz field = 0.5387
point-dipole J in line, vacuum = 0.02247 eV
point-dipole J side by side = -0.01123 eV
enhancement, in line = 5.688
enhancement, side by side = 0.419
J in line / background k = 0.00899 eV
enhancement, that J = 2.004
enhancement, that J, 14 neighbours = 2.566
enhancement, J/r^3 to 7 neighbours = 9.682
enhancement, J/r^3 to 14 neighbours = 10.370
enhancement, open chain of 10 = 3.659
pE/kBT at 0.2 MV/cm = 0.0242
response/linear at 0.2 MV/cm = 0.9937
pE/kBT at 1.0 MV/cm = 0.1208
response/linear at 1.0 MV/cm = 0.8713
field for 10 % loss of response = 0.860 MV/cm
enhancement at 233.15 K = 7.322
alpha volume at 233.15 K = 0.5118 nm^3
enhancement at 398.15 K = 3.209
alpha volume at 398.15 K = 0.1313 nm^3
tunnelling term Gamma = 1.0 meV
alpha change by tunnelling = -0.085 %
flip barrier = 0.20 eV, attempts = 1.0e+12 s^-1
free relaxation rate G = 8.733e+08 s^-1
slowing by coupling = 11.54 times
corner frequency = 12.05 MHz
real part of alpha left at 1 GHz = 0.0145 %
verified
```
